\section*{Thomas-Fermi nuclear stopping in closed form, with its logarithmic tail, part 2}

An ion of charge number $Z_1$, mass $M_1$, energy $E$ and speed $v$ passes a resting nucleus $Z_2$, $M_2$ at impact parameter $b$. We want the stopping cross section $S=\int T\,d\sigma$, where $T$ is the energy given to the target. Collisions are binary, elastic, classical and nonrelativistic. The algebra uses atomic units; numerical results use eV and \AA.

The energy of relative motion is $E_c=M_2E/(M_1+M_2)$, and the largest transfer is $T_m=4M_1M_2E/(M_1+M_2)^2$. The screening length is
\[
a=\frac{(9\pi^2/128)^{1/3}}{(Z_1^{2/3}+Z_2^{2/3})^{1/2}} .
\]
With $\theta$ the centre-of-mass deflection, define $\beta=b/a$, $\varepsilon=aE_c/(Z_1Z_2)$ and $x=\varepsilon\sin(\theta/2)$.

The model takes $d\sigma=\pi a^2f(x)\,dx/x^2$ at all angles, which is an assumption for large deflections by a screened potential. The scattering function is
\[
f(x)=\lambda x^{1-2m}\left[1+\left(2\lambda x^{2-2m}\right)^q\right]^{-1/q},
\]
with $m=1/3$, $q=2/3$ and $\lambda=1.309$ fitted to Thomas-Fermi scattering. The stopping, with $s_n$ the reduced stopping, is
\begin{equation}
S=\frac{\pi a^2T_m}{\varepsilon^2}\int_0^\varepsilon f(x)\,dx
=\frac{\pi a^2T_m}{\varepsilon}s_n(\varepsilon),
\qquad
s_n(\varepsilon)=\frac1\varepsilon\int_0^\varepsilon f(x)\,dx .
\label{eq:sn}
\end{equation}
Direct integration, the first derivation, gave
\begin{equation}
s_n(\varepsilon)=\frac{9}{8\varepsilon}
\left[\operatorname{arsinh}U-\frac{U}{\sqrt{1+U^2}}\right],
\qquad
U=(2\lambda)^{1/3}\varepsilon^{4/9},
\label{eq:closed}
\end{equation}
and, for large $U$,
\begin{equation}
2\varepsilon s_n=\ln(C\varepsilon)+\frac{27}{16U^2}+O(U^{-4}),
\qquad
C=\left(\frac2e\right)^{9/4}(2\lambda)^{3/4}.
\label{eq:tail}
\end{equation}
Here $C=1.032$. The leading behaviour at high energy, called the bare tail, is $s_n\sim\ln\varepsilon/(2\varepsilon)$.

\subsection{Silicon ions in silicon}

Take $Z_1=Z_2=14$, $M_1=27.98$ u and $M_2=28.09$ u. The screening length is $a=0.1375$ \AA, and one unit of $\varepsilon$ corresponds to 40986 eV. At 50000 eV,
\begin{align}
\varepsilon&=\frac{50000}{40986}=1.220,\qquad
U=1.3782\times1.220^{4/9}=1.506,\\
s_n&=\frac{9}{8\times1.220}(1.1978-0.8330)=0.336 .
\end{align}
Since $T_m/E$ is one to five decimals, $T_m/\varepsilon=40986$ eV, and \eqref{eq:sn} gives
\begin{equation}
S=\pi(0.1375)^2\times40986\times0.3365
\simeq819\ \mathrm{eV\,\AA^2}.
\end{equation}
Multiplied by the atom density, $0.04997$ \AA$^{-3}$, this is a stopping power of 40.9 eV/\AA, or 409 eV/nm.

The tail is a poor guide at this energy:
\begin{center}
\begin{tabular}{rrrrr}
$E$ (eV) & $\varepsilon$ & $s_n$ & $\frac{\ln\varepsilon}{2\varepsilon}$ & $\frac{\ln(C\varepsilon)}{2\varepsilon}$\\[3pt]
10000 & 0.244 & 0.411 & $-2.891$ & $-2.826$\\
50000 & 1.220 & 0.336 & 0.081 & 0.094\\
200000 & 4.880 & 0.186 & 0.162 & 0.166\\
1000000 & 24.40 & 0.0672 & 0.0655 & 0.0661
\end{tabular}
\end{center}
Below $\varepsilon=1$ the bare logarithm is negative and has no meaning as a stopping power. The full result exceeds it by 5\% of the bare tail at $\varepsilon=12.1$, or about 497000 eV. There the constant $\ln C$ contributes 0.031 to $2\varepsilon s_n$ and the leading power correction about 0.097, so the latter still dominates the error.

\section{Second derivation: averaging over cutoffs}

\subsection{Symbols and results carried over}

The reduced energy is $\varepsilon=aE_c/(Z_1Z_2)$, with $a$ the screening length and $E_c$ the energy of relative motion. The collision variable is $x=\varepsilon\sin(\theta/2)$, and the energy transfer is $T=T_mx^2/\varepsilon^2$. The cross section is $d\sigma=\pi a^2f(x)\,dx/x^2$, so that
\begin{equation}
s_n(\varepsilon)=\frac1\varepsilon\int_0^\varepsilon f(x)\,dx,
\qquad
f(x)=\lambda x^{1/3}\left[1+(2\lambda x^{4/3})^{2/3}\right]^{-3/2},
\label{eq:recall}
\end{equation}
with $\lambda=1.309$. A bare Coulomb force has $f=1/(2x)$. If its collisions below $x=c$ are discarded, then $s_n=\ln(\varepsilon/c)/(2\varepsilon)$ for $\varepsilon>c$ and zero otherwise. Direct integration gave the closed form \eqref{eq:closed}, in which $U=(2\lambda)^{1/3}\varepsilon^{4/9}$. The derivation below starts again from \eqref{eq:recall} and does not use that result.

\subsection{Screening as a distribution of cutoffs}

Compare the screened cross section with the Coulomb one at the same $x$. Their ratio is
\begin{equation}
G(x)=2xf(x)=\frac{u^3}{(1+u^2)^{3/2}}
=\left(1+\frac1{u^2}\right)^{-3/2},
\qquad u=(2\lambda)^{1/3}x^{4/9}.
\label{eq:G}
\end{equation}
The second form follows from $2\lambda x^{4/3}=u^3$. The last form shows that $G$ rises steadily from 0 to 1. Screening suppresses the gentlest collisions most. The Coulomb value is approached only at large $x$, which requires a large $\varepsilon$: at $\varepsilon=1.220$ the fit gives only $G=0.58$ even for a head-on collision, with $x=\varepsilon$.

A function that rises from 0 to 1 can be read as a cumulative distribution. Let $p(c)=G'(c)\ge0$, which integrates to one. Then
\begin{equation}
f(x)=\frac{G(x)}{2x}=\frac1{2x}\int_0^x p(c)\,dc .
\end{equation}
For each $c$, the contribution is a Coulomb function that starts at $x=c$. The scattering function is thus an average of sharply cut Coulomb functions with weights $p(c)$. This is a mathematical decomposition; it does not say that individual atoms have sharp edges.

The stopping is linear in $f$, so it is the same average of the sharp-cutoff stopping. Explicitly, inserting $f$ in \eqref{eq:recall} and exchanging the order of the positive integrals gives
\begin{align}
s_n(\varepsilon)
&=\frac1\varepsilon\int_0^\varepsilon\frac{dx}{2x}\int_0^xp(c)\,dc
=\frac1\varepsilon\int_0^\varepsilon p(c)\,dc\int_c^\varepsilon\frac{dx}{2x}\nonumber\\
&=\frac1{2\varepsilon}\int_0^\varepsilon p(c)\ln\frac{\varepsilon}{c}\,dc .
\label{eq:average}
\end{align}
Cutoffs above $\varepsilon$ contribute nothing, because no collision at that energy can reach them.

\subsection{Evaluating the average}

The distribution becomes simple in the variable
\begin{equation}
z=\frac{u_c}{\sqrt{1+u_c^2}},\qquad
u_c=(2\lambda)^{1/3}c^{4/9},\qquad
u_c=\frac{z}{\sqrt{1-z^2}} .
\end{equation}
By \eqref{eq:G}, $G(c)=z^3$, so $p(c)\,dc=3z^2\,dz$. The upper limit $c=\varepsilon$ becomes $Z=U/\sqrt{1+U^2}$. Since $c$ is proportional to $u_c^{9/4}$,
\begin{equation}
\ln\frac\varepsilon c=\frac94\ln\frac U{u_c}
=\frac94\left[\ln U-\ln z+\frac12\ln(1-z^2)\right].
\end{equation}
Equation \eqref{eq:average} becomes
\begin{equation}
2\varepsilon s_n=\frac94\int_0^Z3z^2
\left[\ln U-\ln z+\frac12\ln(1-z^2)\right]dz .
\label{eq:zint}
\end{equation}

The three terms are integrated in turn. The first gives $Z^3\ln U$. For the second, integration by parts gives
\begin{equation}
-\int_0^Z3z^2\ln z\,dz
=-Z^3\ln Z+\int_0^Zz^2\,dz
=-Z^3\ln Z+\frac{Z^3}{3}.
\end{equation}
The boundary term at zero vanishes because $z^3\ln z\to0$. For the third, the derivative of $\ln(1-z^2)$ is $-2z/(1-z^2)$, so
\begin{equation}
\frac12\int_0^Z3z^2\ln(1-z^2)\,dz
=\frac{Z^3}{2}\ln(1-Z^2)+\int_0^Z\frac{z^4}{1-z^2}\,dz .
\end{equation}
Polynomial division gives $z^4/(1-z^2)=-z^2-1+1/(1-z^2)$. The remaining integral is therefore
\begin{equation}
\int_0^Z\frac{z^4}{1-z^2}\,dz
=-\frac{Z^3}{3}-Z+\operatorname{artanh}Z .
\end{equation}

On addition, the terms $\pm Z^3/3$ cancel. The logarithmic boundary terms combine to
\begin{equation}
Z^3\left[\ln U-\ln Z+\frac12\ln(1-Z^2)\right]
=Z^3\ln\frac{U\sqrt{1-Z^2}}{Z}=0,
\end{equation}
because $U=Z/\sqrt{1-Z^2}$. What is left is
\begin{equation}
2\varepsilon s_n=\frac94\left(\operatorname{artanh}Z-Z\right).
\label{eq:artanh}
\end{equation}
Put $U=\sinh\eta$. Then $Z=\sinh\eta/\cosh\eta=\tanh\eta$, so $\operatorname{artanh}Z=\eta=\operatorname{arsinh}U$. Hence
\begin{equation}
s_n=\frac9{8\varepsilon}
\left[\operatorname{arsinh}U-\frac{U}{\sqrt{1+U^2}}\right],
\end{equation}
in agreement with \eqref{eq:closed}. The agreement also holds against numerical integration of the original $f$. At $\varepsilon=10^{-4}$, $10^{-2}$, $0.3$, $1$, $10$, $10^3$ and $10^4$, the absolute difference between the two values of $s_n$ is less than $2\times10^{-8}$.

\subsection{The tail without the closed form}

At high energy nearly every cutoff lies below $\varepsilon$. Extending the average \eqref{eq:average} to all $c$ and subtracting what was added gives
\begin{equation}
2\varepsilon s_n=\ln\varepsilon-\langle\ln c\rangle+R(\varepsilon),
\qquad
R(\varepsilon)=\int_\varepsilon^\infty p(c)\ln\frac c\varepsilon\,dc ,
\label{eq:moment}
\end{equation}
where $\langle\ln c\rangle=\int_0^\infty p(c)\ln c\,dc$. The sign of $R$ is positive because the added part had $\ln(\varepsilon/c)<0$. Thus $C=\exp(-\langle\ln c\rangle)$ is the reciprocal of the geometric mean cutoff.

To find it, use $\ln c=(9/4)\ln u_c-(3/4)\ln(2\lambda)$ and
\begin{equation}
\langle\ln u_c\rangle
=\int_0^13z^2\left[\ln z-\frac12\ln(1-z^2)\right]dz .
\end{equation}
The first part is $-1/3$. In the second, choose $z^3-1$ as the antiderivative of $3z^2$, so that the boundary term vanishes at $z=1$:
\begin{align}
\int_0^13z^2\ln(1-z^2)\,dz
&=\int_0^1\frac{2z(z^3-1)}{1-z^2}\,dz
=-2\int_0^1\frac{z+z^2+z^3}{1+z}\,dz\nonumber\\
&=-2\int_0^1\left(z^2+1-\frac1{1+z}\right)dz
=-\frac83+2\ln2 .
\end{align}
Therefore $\langle\ln u_c\rangle=-1/3+4/3-\ln2=1-\ln2$, and
\begin{equation}
\ln C=\frac94(\ln2-1)+\frac34\ln(2\lambda),
\end{equation}
as in \eqref{eq:tail}. The geometric mean cutoff is $1/C=0.97$. In the small-angle Coulomb relation $x=1/(2\beta)$, it corresponds to an impact parameter $Ca/2=0.516a$. For silicon on silicon this is $0.516\times0.1375=0.071$ \AA. The bare tail $\ln\varepsilon/(2\varepsilon)$ is the stopping for a sharp cutoff at $x=1$, close to this mean.

The remainder can be bounded. Since $p=-d(1-G)/dc$, integration by parts gives
\begin{equation}
R(\varepsilon)=\int_\varepsilon^\infty[1-G(c)]\,\frac{dc}{c}.
\end{equation}
The boundary terms vanish: the logarithm is zero at $c=\varepsilon$, and $1-G$ falls as a power of $c$ at infinity. The function $(1+h)^{-3/2}$ is convex in $h$ and lies above its tangent at zero, so $1-G<3/(2u_c^2)$. With $dc/c=(9/4)\,du_c/u_c$,
\begin{equation}
0<R(\varepsilon)<\frac{27}{8}\int_U^\infty\frac{du_c}{u_c^3}
=\frac{27}{16U^2}.
\label{eq:bound}
\end{equation}
Hence $\ln(C\varepsilon)/(2\varepsilon)$ is a lower bound on $s_n$ for this $f$. Adding $27/(32\varepsilon U^2)$ gives an upper bound. At $\varepsilon=1.220$ the bounds are 0.094 and 0.399, with $s_n=0.336$ between them. At $\varepsilon=24.40$ the lower bound is 0.0661 and the upper agrees with $s_n=0.0672$ to the digits shown. The upper bound is also the two-term expansion. Numerical integration at $\varepsilon=10^4$ gives 0.8883 for $\varepsilon^{8/9}R$, against the limiting coefficient 0.8884.

\subsection{What each derivation assumes}

Both derivations assume binary, elastic, classical collisions and a cross section governed by $x$ alone. For the logarithmic tail, both also need $f\to1/(2x)$ at large $x$. The coefficient $1/2$ of the tail comes from this Coulomb limit. The exponents of the fit and the value of $\lambda$ affect the constant $C$ and the approach to the tail.

Direct integration needs little about the shape of $f$ beyond a convergent integral. It reaches the closed form quickly because $m=1/3$ and $q=2/3$ make the integrand a simple function of $u$. It also handles a restricted range of transfers at once. Collisions with $T<T_1$ have $x<\varepsilon\sqrt{T_1/T_m}$, so one changes the upper limit of the same integral.

The average over cutoffs uses the fact that $G$ rises monotonically from 0 to 1. In return it gives the tail constant a meaning and fixes the sign of the remainder. Its tail does not depend on a closed form. For any other one-variable function whose $G$ rises in this way and has a finite mean of $|\ln c|$, equation \eqref{eq:moment} still holds. For $\varepsilon>1$ its remainder is at most $\int_\varepsilon^\infty p(c)\ln c\,dc$, which tends to zero. The tail is then again $\ln\varepsilon/(2\varepsilon)$, with a different $C$.

Neither derivation can justify the one-variable assumption. Classical orbits in a numerically solved Thomas-Fermi potential do not use it. Between $\varepsilon=10^3$ and $10^4$ they give a slope of $2\varepsilon s_n$ against $\ln\varepsilon$ of 1.003, which supports the coefficient of the logarithm. At $\varepsilon=10^4$ the constant inferred from them is 1.24, not 1.03. At such energies the screened collisions are small-angle ones and the large-angle collisions are nearly Coulombic, so the one-variable form holds in both ranges. The comparison then tests the fit rather than that assumption, and the near-unit $C$ is a property of the fit, not of these orbits. The resulting difference in $s_n$ there is small, $\ln(1.243/1.032)/\ln(1.032\times10^4)\simeq2\%$, because the logarithm itself is large. These values of $\varepsilon$ probe the classical point-charge model only. The tail needs $2Z_1Z_2/v\gg1$, and for silicon on silicon $\varepsilon=10^4$ means about $4\times10^8$ eV, where the head-on distance $a/\varepsilon\simeq1.4\times10^{-5}$ \AA\ is smaller than the nuclei themselves.

\subsection{The silicon result beside a real implant}

Silicon ions are implanted into silicon to make a surface layer amorphous before dopants are introduced and annealed. Energies of some tens of thousands of eV are roughly typical, so 50000 eV belongs to this regime, while 1000000 eV lies far above it. The largest omission in the total energy loss is electronic stopping. With $v$ in atomic units, the Lindhard-Scharff estimate, quoted here as a model, is
\begin{equation}
S_e=\frac{8\pi Z_1^{7/6}Z_2\,v}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}} .
\end{equation}
It adds 19.7 eV/\AA\ to the nuclear 40.9 eV/\AA\ at 50000 eV, or 48\% of the nuclear value. The choice of screening matters too: orbits in the Ziegler-Biersack-Littmark (ZBL) universal potential give a nuclear value 7\% below that of orbits in the Thomas-Fermi potential, and 16\% below the formula. Implants aligned with a crystal row break the assumption of a random target, and the present model gives no stopping power for them.

The stopping powers, in eV/\AA, are:
\begin{center}
\begin{tabular}{rrrrr}
$E$ (eV) & formula & TF orbits & ZBL orbits & electronic\\
10000 & 50.0 & 46.1 & 39.3 & 8.8\\
50000 & 40.9 & 36.9 & 34.3 & 19.7\\
200000 & 22.6 & 21.7 & 21.1 & 39.5\\
1000000 & 8.2 & 8.3 & 8.2 & 88.3
\end{tabular}
\end{center}
Here TF denotes the Thomas-Fermi potential with the same screening length as the formula. At 50000 eV the formula is 11\% above the TF orbits, which measures the combined error of the one-variable assumption and the fit within that model. At 1000000 eV the three nuclear values agree within 2\%, but electronic stopping is about eleven times larger. The bare logarithmic tail comes within 5\% of the formula only above about 500000 eV, where nuclear stopping is already a minor part of the slowing down. It can still matter there for displacement damage, which begins with energy given to nuclei.

Two further effects are small at 50000 eV. In the solid, an atom's share of area has a radius of about 1.53 \AA. Impact parameters beyond it supply 0.05\% of the stopping from TF orbits, so the infinite range of $b$ does little harm. Recoils below a rough displacement energy of 15 eV take 1.3\% of the nuclear stopping in the formula. Most of the nuclear loss therefore goes to first recoils above that energy, although not all of it ends as lasting damage.

The scale of the crystal effect can be estimated from a row of atoms with spacing $d$. Take Lindhard's standard pair potential $Z_1Z_2[1/r-1/\sqrt{r^2+3a^2}]$ and average it along the row. At distance $\rho$ this gives
\begin{equation}
W(\rho)=\frac{Z_1Z_2}{d}\ln\left(1+\frac{3a^2}{\rho^2}\right).
\end{equation}
An ion at a small angle $\psi$ to the row has transverse energy $E\psi^2$, which sets its closest approach through $W(\rho)=E\psi^2$. The average is meaningful if the ion passes at least about one atom while near that distance, so $\rho/\psi\gtrsim d$. The limiting angle then satisfies $E\psi^2=W(\psi d)$. For the $\langle110\rangle$ row, $d=3.84$ \AA, and at 50000 eV the solution is $4.7^\circ$. Within roughly this angle ions can be steered away from the close collisions that dominate $s_n$. Crystal planes can steer ions too, which this estimate for a row does not cover. The random-target result is therefore meant for beams tilted well away from both the main rows and the main planes, or for a layer that is already amorphous.

\section*{Computed results}
\begin{verbatim}
lambda = 1.309, (2 lambda)^(1/3) = 1.3782
tail constant C (formula) = 1.0319, ln C = 0.0314
coefficient of eps^(-8/9) in 2 eps s_n = 0.8884
same coefficient from quadrature = 0.8883
low-energy coefficient 3 lambda/4 = 0.9817
peak: eps = 0.2995, s_n = 0.4131
peak energy, Si in Si = 12274 eV
bare tail 5% rule: full/tail = 1.05 at eps = 12.12
that energy, Si in Si = 496908 eV
Z1 = 14, Z2 = 14, M1 = 27.98 u, M2 = 28.09 u
lattice constant = 5.43 angstrom
atom density = 0.04997 per cubic angstrom
screening length a = 0.1375 angstrom
energy per unit eps = 40986 eV
T_m/E = 0.999996
E(eV) | eps | u | s_n | ln(eps)/(2eps) | ln(C eps)/(2eps)
10000 | 0.2440 | 0.7363 | 0.4114 | -2.8908 | -2.8265
50000 | 1.2199 | 1.5056 | 0.3365 | 0.0815 | 0.0943
200000 | 4.8797 | 2.7879 | 0.1863 | 0.1624 | 0.1656
1000000 | 24.3987 | 5.7007 | 0.0672 | 0.0655 | 0.0661
main case: arsinh u = 1.1978
main case: bracket = 0.3648
main S = 818.5 eV angstrom^2
main stopping power = 40.90 eV/angstrom
main stopping power = 409.0 eV/nm
Stopping powers in eV/angstrom:
E(eV) | formula | TF orbits | ZBL orbits | electronic
10000 | 50.01 | 46.09 | 39.26 | 8.83
50000 | 40.90 | 36.87 | 34.27 | 19.74
200000 | 22.64 | 21.74 | 21.09 | 39.48
1000000 | 8.16 | 8.28 | 8.21 | 88.27
TF orbits: slope of 2 eps s_n in ln(eps) = 1.0030
TF orbits: tail constant at eps = 10000: 1.243
one-atom impact radius in solid = 1.532 angstrom
main: TF-orbit share beyond that radius = 0.05 %
rough displacement energy = 15 eV
main: share from softer recoils = 1.32 %
<110> atom spacing = 3.840 angstrom
main: <110> channelling angle = 4.7 degrees
\end{verbatim}
